# Correlation factor for self-diffusion by bound divacancies in fcc crystals

**Question**

I am trying to compute the tracer correlation factor for self-diffusion in an fcc crystal when the defects are nearest-neighbour divacancies that move without ever dissociating. The value I should recover is about 0.458. I set up a Markov chain for the vacancy pair around the tracer, found the mean cosine between consecutive tracer jumps, $\langle\cos\theta\rangle\approx-0.330$, and inserted it in

$$f=\frac{1+\langle\cos\theta\rangle}{1-\langle\cos\theta\rangle}.$$

This gives 0.504. The same procedure works for a single vacancy. Is my chain wrong, or the formula? And how can I tell that a chain cut off at a finite distance has converged?

**Answer**

Your mean cosine is right. The formula is what fails, because the second vacancy carries memory that the last jump vector doesn't contain. The cure is to sum all later tracer displacements, which takes one linear system.

**The model and its jumps**

Take a dilute gas of divacancies in a crystal of one element; the tracer is a tagged atom with the same jump rates as the others. Let $a$ be the cubic lattice constant. In the lattice calculation I measure lengths in units of $a/2$, so nearest-neighbour vectors are of the type $(1,1,0)$ and the squared jump length is $s^2=2$.

When an atom jumps into one vacancy, its old site becomes vacant. The new vacancy must still adjoin the remaining one, so the atom must have been a neighbour of both. A nearest-neighbour pair has four common neighbours, and each can enter either vacancy. There are therefore eight bound jumps, all with the same rate $w$ by symmetry.

Put the tracer at the origin $O$. A state $c$ is an unordered vacancy pair $\{v_1,v_2\}$ relative to it. The tracer can jump only if $O,v_1,v_2$ form a triangle of nearest neighbours. There are 12 choices of $v_1$ and then 4 of $v_2$; dividing by two for the order leaves 24 triangle states. Each allows two tracer jumps, 48 in all.

If the tracer jumps into $v_1$, its old site is at $-v_1$ as seen from its new position. The state changes as

$$\{v_1,v_2\}\longrightarrow\{-v_1,\;v_2-v_1\}.$$

The divacancy is still next to the tracer, in a position to move it again.

**What $f$ multiplies**

Let $c_2$ be the number of divacancies per lattice site. Each causes $8w$ atomic jumps per unit time, so an atom jumps at the rate $\Gamma=8wc_2$. In ordinary units $s^2=a^2/2$, and the divacancy part of the tracer diffusivity is

$$D_2^*=\frac{1}{6}\Gamma s^2f=\frac{1}{6}(8wc_2)\frac{a^2}{2}f=\frac{2}{3}a^2wc_2f .$$

The factor $f$ compares the mean square displacement after many tracer jumps with that of independent jumps. Expanding the square of the sum of jump vectors gives

$$f=1+\frac{2}{s^2}\sum_{n=1}^{\infty}\langle \mathbf s_1\cdot\mathbf s_{1+n}\rangle .$$

In three dimensions a divacancy can wander off for good. In the dilute limit the next one arrives from an unrelated direction and adds nothing to the sum.

**A linear equation for the whole sum**

Let $\mathbf g(c)$ be the expected total future displacement of the tracer, given state $c$. Each of the eight jumps has probability $1/8$. Let jump $j$ lead to state $c_j$ and move the tracer by $\mathbf s_j$, which is zero if another atom jumps. Then

$$\mathbf g(c)=\frac18\sum_{j=1}^{8}\left[\mathbf s_j+\mathbf g(c_j)\right].$$

Multiply by 8 and define $\mathbf b(c)=\sum_j\mathbf s_j$. On a triangle $\mathbf b=v_1+v_2$; elsewhere $\mathbf b=0$. With $(W\mathbf g)(c)=\sum_j\mathbf g(c_j)$ the equation is

$$A\mathbf g=\mathbf b,\qquad A=8-W,$$

where $\mathbf g$ vanishes at infinity.

Every jump has a reverse of equal rate, so all states are equally populated and the 48 tracer jumps are equally likely. The sum in $f$ is the average of $\mathbf s\cdot\mathbf g(c')$, where $c'$ is the state just after a tracer jump $\mathbf s$:

$$f=1+\frac{2}{\sum s^2}\sum_{\text{tracer jumps}}\mathbf s\cdot\mathbf g(c'),\qquad \sum s^2=48\times2=96 .$$

The reverse jump starts in $c'$ and displaces the tracer by $-\mathbf s$. Relabelling each jump by its reverse turns the sum into $-\sum_c\mathbf b(c)\cdot\mathbf g(c)$. Hence

$$f=1-\frac{2}{96}\sum_c\mathbf b\cdot\mathbf g
=1-\frac{2}{96}\,\mathbf b\cdot A^{-1}\mathbf b .$$

The minus sign comes from reversibility: the defect that has just moved the tracer is placed to move it back.

**A case that can be done by hand**

Keep only the 24 triangles and treat any divacancy that leaves them as lost. Take $v_1=(1,1,0)$ and $v_2=(1,0,1)$. Their common neighbours are $O$, $C=(0,1,1)$, $(2,0,0)$ and $(2,1,1)$. Of the last three, $C$ alone is a nearest neighbour of $O$, so $O,v_1,v_2,C$ form a tetrahedron. The tracer and the atom at $C$ have two jumps each, and these lead to triangles. The other four jumps are losses. Cubic symmetry makes all 24 states equivalent.

Write $p=v_1+v_2$, so $\mathbf b=p$. To find $Wp$, add the values of $p$ in the four destination states:

- The tracer enters $v_1$ or $v_2$: $(v_2-2v_1)+(v_1-2v_2)=-p$.
- Atom $C$ enters $v_1$ or $v_2$: $(C+v_2)+(C+v_1)=2C+p$.

The total is $Wp=2C$. For $WC$, follow the fourth corner of the tetrahedron, again relative to the tracer:

- After the tracer jumps it is at $C-v_1$ or $C-v_2$, with sum $2C-p$.
- After atom $C$ jumps it is at $v_1$ or $v_2$, with sum $p$.

Thus $WC=2C$. Inserting $\mathbf g=\lambda p+\mu C$ in $8\mathbf g-W\mathbf g=p$ gives

$$8\lambda p+(8\mu-2\lambda-2\mu)C=p .$$

The coefficients require $\lambda=1/8$ and $6\mu=2\lambda$, so $\mu=1/24$. With $p\cdot p=6$ and $p\cdot C=2$,

$$\mathbf b\cdot\mathbf g=\frac68+\frac{2}{24}=\frac56,\qquad
f_{\triangle}=1-\frac{2}{96}\left(24\times\frac56\right)=\frac{7}{12}\approx0.583 .$$

This is an upper bound on $f$, as shown below. It lies well above 0.458 because divacancies that leave the triangles and return still remember the earlier jump.

**Why the cosine formula fails**

The formula holds if the mean next jump, given the whole past, is $t\,\mathbf s$, where $\mathbf s$ is the last jump and $t=\langle\cos\theta\rangle$. Then $\langle\mathbf s_1\cdot\mathbf s_{1+n}\rangle=t^ns^2$, and the geometric series gives

$$1+2\sum_{n\ge1}t^n=1+\frac{2t}{1-t}=\frac{1+t}{1-t}.$$

For a single vacancy this holds. After the jump the vacancy is at $-\mathbf s$, and the twofold axis along $\mathbf s$ cancels any sideways mean displacement.

For a divacancy, let $\mathbf h(c)$ be the expected next tracer jump, counted as zero if none follows. It obeys the equation for $\mathbf g$, except that nothing is added after a tracer jump. On the triangles, only the jumps of atom $C$ now continue the chain. They send $p$ to $2C+p$ and $C$ to $p$. With $\mathbf h=\alpha p+\beta C$,

$$8\alpha-\alpha-\beta=1,\qquad 8\beta-2\alpha=0 .$$

Thus $\beta=\alpha/4$, $\alpha=4/27$ and $\beta=1/27$. After a tracer jump $\mathbf s=v_1$ the new values are $p'=v_2-2v_1$ and $C'=C-v_1$, so

$$\mathbf h(c')=\frac{4(v_2-2v_1)+(C-v_1)}{27}=\frac{-9v_1+4v_2+C}{27}.$$

This isn't parallel to $v_1$. The sideways part depends on where the second vacancy is, and it influences later jumps. Projection on $v_1$, using $v_1\cdot v_2=v_1\cdot C=1$, gives

$$\langle\cos\theta\rangle=\frac{-18+4+1}{2\times27}=-\frac{13}{54},$$

and the shortcut yields $41/67\approx0.612$ instead of $7/12$. In the full chain the error has the same sign: 0.504 instead of 0.458, or 10 % too high relative to the converged value. For the single vacancy the mean cosine is $-0.1227$, and the shortcut agrees with the full sum, 0.781.

The first divacancy jump after a tracer jump already shows why $f$ is low. With probability $1/8$ the tracer goes straight back, with cosine $-1$. With probability $1/8$ it enters the other vacancy, with cosine $v_1\cdot(v_2-v_1)/2=-1/2$. Together these contribute $-3/16$ to the mean cosine. For a single vacancy the first vacancy jump contributes $-1/12$.

**Convergence with bounds on both sides**

Because each jump and its reverse have equal rates,

$$\mathbf g\cdot A\mathbf g=\frac12\sum_c\sum_{j=1}^{8}\left|\mathbf g(c)-\mathbf g(c_j)\right|^2\ge0 .$$

Let $\mathbf g_0=A^{-1}\mathbf b$. Completing the square for any trial field that vanishes at infinity gives

$$2\mathbf b\cdot\mathbf g-\mathbf g\cdot A\mathbf g
=\mathbf b\cdot\mathbf g_0-(\mathbf g-\mathbf g_0)\cdot A(\mathbf g-\mathbf g_0).$$

The maximum of the left side is therefore $\mathbf b\cdot A^{-1}\mathbf b$, the quantity that lowers $f$. Now keep only pairs whose midpoint lies within a distance $R$ of the tracer, and treat the wall in two ways.

An absorbing wall loses every pair that crosses it. This sets $\mathbf g=0$ outside, so the maximum is taken over fewer fields and cannot rise. The resulting $f_{\rm abs}$ is an upper bound. The triangle calculation is its smallest version.

A reflecting wall forbids the crossing jumps. This removes non-negative terms from $\mathbf g\cdot A\mathbf g$, so the maximum cannot fall. The resulting $f_{\rm ref}$ is a lower bound.

The rate of convergence follows from the far field. Away from the tracer, $8\mathbf g(c)=\sum_j\mathbf g(c_j)$. For a slowly varying field in a cubic crystal this becomes Laplace's equation. Inversion reverses $\mathbf b$, so $\mathbf g$ is odd and has no $1/r$ term. The leading $x$ component is a dipole field, $g_x\propto x/r^3$. A wall adds a uniform-gradient field:

$$g_x\propto\frac{x}{r^3}+kx=\cos\theta\left(\frac1{r^2}+kr\right),$$

where $\theta$ is now the polar angle from the $x$ axis. Absorption requires $g_x=0$ at $r=R$, so $k=-1/R^3$. Reflection requires zero radial slope, $-2/R^3+k=0$, so $k=2/R^3$. To leading order, the errors in $f$ are thus $+\delta$ for the absorbing wall and $-2\delta$ for the reflecting wall, with $\delta\propto R^{-3}$. They cancel in

$$f_{\rm est}=\frac{2f_{\rm abs}+f_{\rm ref}}{3}.$$

The solutions are, with $R$ in units of $a/2$:

| $R$ | States | $f_{\rm ref}$ | $f_{\rm abs}$ | $f_{\rm est}$ |
|---:|---:|---:|---:|---:|
| 6 | 2652 | 0.45213 | 0.46059 | 0.45777 |
| 12 | 21732 | 0.45739 | 0.45842 | 0.45807 |
| 24 | 173688 | 0.45801 | 0.45814 | 0.45809 |

Doubling $R$ from 12 to 24 narrows the gap between the bounds by a factor of 8.04, against 8 from the leading law. The last row encloses the answer between 0.4580 and 0.4582 after outward rounding, and the combined estimate is

$$f\approx0.4581 .$$

A Monte Carlo walk gives a check that doesn't use the linear equations. It follows every atom displaced by one divacancy on an unbounded lattice and divides the summed squared displacement by the number of jumps times $s^2$. From 250 runs of 4000 jumps it gives $0.4596\pm0.0008$ (one standard error). This is 1.9 standard errors above the chain value: compatible, but much less precise. The finite run length also raises the result by about 0.0006, because jumps near the end of a run lose their later correlations.

**How large is this contribution in a metal?**

Consider round parameters in the rough range of the fcc noble metals near melting: $a=0.40$ nm, $T=1200$ K and $k_BT=0.1034$ eV. Let the vacancy formation energy be 1.10 eV and its formation entropy $1.5k_B$. The single-vacancy fraction is

$$c_1=e^{1.5}e^{-1.10/0.1034}=1.08\times10^{-4}.$$

There are six nearest-neighbour bonds per site. With a binding energy of 0.20 eV and no binding entropy,

$$c_2=6c_1^2e^{0.20/0.1034}=4.80\times10^{-7}.$$

An attempt frequency of $5\times10^{12}\ \mathrm{s^{-1}}$ and a bound-jump barrier of 0.50 eV give $w=3.97\times10^{10}\ \mathrm{s^{-1}}$. Therefore

$$D_2^*=\frac23(4.0\times10^{-8}\,\mathrm{cm})^2(3.97\times10^{10}\,\mathrm{s^{-1}})(4.80\times10^{-7})(0.458)
=9.3\times10^{-12}\ \mathrm{cm^2/s},$$

or $9.3\times10^{-16}\ \mathrm{m^2/s}$.

Single vacancies diffuse in parallel. Each causes 12 atomic jumps per unit $1/w_1$, so

$$D_1^*=\frac16(12w_1c_1)\frac{a^2}{2}f_1=a^2w_1c_1f_1 .$$

With the same attempt frequency and a barrier of 0.70 eV, $w_1=5.74\times10^9\ \mathrm{s^{-1}}$. Using $f_1=0.781$ gives $D_1^*=7.7\times10^{-10}\ \mathrm{cm^2/s}$. Divacancies supply 1.2 % of the total. If the two mechanisms are uncorrelated, the factor for all jumps is the average weighted by jump rate:

$$f_{\rm tot}=\frac{D_1^*+D_2^*}{D_1^*/f_1+D_2^*/f}\approx0.775 .$$

So 0.458 must not be assigned to the whole self-diffusion coefficient here. In thermal equilibrium, with these energies fixed, $D_2^*/D_1^*$ varies as $\exp[-(1.10-0.20+0.50-0.70)\,\mathrm{eV}/k_BT]=\exp(-0.70\,\mathrm{eV}/k_BT)$. The divacancy share falls further on cooling.

**When the pair can dissociate**

At 1200 K the assumption of permanent binding is also strained. Each vacancy has seven atomic neighbours that don't adjoin the other one, so 14 jumps would break the pair. Take their barrier as $0.70+0.20=0.90$ eV. Each then has the rate $w_d=8.30\times10^8\ \mathrm{s^{-1}}$, and their total is $14w_d/(8w)=3.7$ % of the bound-jump rate.

To estimate the effect, suppose that dissociation erases all memory, and ignore the displacement made by the breaking jump itself. Then $A$ becomes $A+\kappa$, with $\kappa=14w_d/w=0.293$. The chain gives $f\approx0.509$, an increase of 11 % relative to the bound value. This overstates the effect. If separated vacancies jump, and rejoin, at the rate $w_1$ (as detailed balance with $w_d$ requires), nearly 60 % of the breaks are followed by a new meeting of the partners, and a vacancy left near the tracer can still undo its jump. When all these later displacements are counted, $f$ for the bound jumps is about 0.474, an increase of only about 3 %.

In the memory-loss model the response is larger than 3.7 % because part of the memory lasts for many divacancy jumps, and each of them carries the risk of dissociation. Since $dA^{-1}/d\kappa=-A^{-2}$ at $\kappa=0$,

$$\frac{df}{d\kappa}=\frac{2}{96}\sum_c|\mathbf g(c)|^2 .$$

On the triangles alone, $|\mathbf g|^2=6/64+4/192+2/576=17/144$. The slope is then $17/288$, and $\kappa=0.293$ would raise $f$ by about 0.017. The full chain gives 0.051 for the same $\kappa$. In this model, memory carried by pairs that leave the triangles and return is thus especially exposed to dissociation.

For real noble metals the chosen energies are rough, and the ratio $D_2^*/D_1^*$ depends on them exponentially. At fixed $T$, $c_1$ and $w_1$, lowering the bound-jump barrier by 0.10 eV multiplies $D_2^*$ by $e^{0.10/0.1034}\approx2.6$ and raises its share to about 3 %. The example also omits binding entropy and gives both defects the same attempt frequency, so its 1.2 % is not an estimate for a real metal. Two-exponential fits to measured self-diffusion in Cu, Ag and Au, when read as single vacancies plus divacancies, assign the divacancies tens of percent near melting, which would put $f_{\rm tot}$ well below 0.775. The assumption that fails most strongly for the total diffusivity is that divacancies act alone: including single vacancies moves the factor from 0.458 to 0.775 in this example. The value 0.458 applies to the bound-divacancy contribution when dissociation is rare over the time in which the tracer's memory fades. The numerical output below gives the remaining digits and rates.

## Numbers as computed

```
common neighbours of a vacancy pair: 4
bound jumps per pair: 8
dissociative jumps per pair: 14
triangle states: 24; tracer jumps: 48
f, triangle states only: 0.583333
cosine shortcut, triangle states only: 0.611940
sphere radius (a/2), states, lower f, upper f, combined f:
   6    2652 0.452125 0.460588 0.457767
  12   21732 0.457390 0.458415 0.458073
  24  173688 0.458008 0.458136 0.458093
bound-gap ratio, radius 12 to 24: 8.041
divacancy f, converged: 0.45809
divacancy f, Monte Carlo: 0.4596 +/- 0.0008
divacancy mean cosine of next jump: -0.32959
divacancy f from cosine shortcut: 0.50423
single-vacancy f, converged: 0.78145
single-vacancy f, Monte Carlo: 0.7814 +/- 0.0007
single-vacancy mean cosine: -0.12266
lattice constant: 0.40 nm
temperature: 1200 K; kT: 0.10341 eV
attempt frequency: 5.0e+12 1/s
bound-jump barrier: 0.50 eV
single-vacancy barrier: 0.70 eV
binding energy: 0.20 eV
dissociation barrier: 0.90 eV
vacancy formation energy: 1.10 eV
vacancy formation entropy: 1.5 k
single vacancies per site: 1.076e-04
divacancies per site: 4.802e-07
bound jump rate w: 3.972e+10 1/s
single-vacancy jump rate: 5.742e+09 1/s
rate of one dissociative jump: 8.301e+08 1/s
tracer jump rate by divacancies: 1.526e+05 1/s
divacancy part of D*: 9.321e-12 cm2/s
divacancy part of D*: 9.321e-16 m2/s
single-vacancy part of D*: 7.723e-10 cm2/s
divacancy share of D*: 1.19 %
dissociative / bound jump rate: 3.66 %
divacancy f with memory loss: 0.50869
shift of f by memory loss: 11.04 %
flux-weighted f of both mechanisms: 0.77493
```
